# Mean Waiting Times in Kinetic Monte Carlo: Right Average, Too Little Spread

A metal atom crosses a model diffusion barrier 3 nm thick in 3.18 s on average, with a standard deviation of 3.05 s. If every random wait between hops is replaced by its mean, the average stays at 3.18 s, but the standard deviation drops to 2.17 s. Half of the variance has gone, although the hops are chosen with the same probabilities as before.

The reason is that a completion time is random in two ways. The path is random: which sites are visited, and how often. The waits along that path are random too. Mean waits keep the first kind of randomness and delete the second, which contributes nothing to the average but always adds to the variance.

## The model film

The film has $N=10$ layers, numbered $i=0,\dots,N-1$ and spaced by 0.3 nm. The atom starts in layer 0, cannot leave through the entrance, and finishes on first reaching position $N$. All saddle points have the same energy. In an ordinary layer the hop rate in each allowed direction is $k$; in a trap layer it is $k/s$, because the atom must also climb out of the trap.

At 673 K the thermal energy is 0.05799 eV. With an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$, a barrier of 1.4 eV and a trap depth of 0.4 eV,

$$k=10^{13}e^{-1.4/0.05799}\ \mathrm{s^{-1}}=328\ \mathrm{s^{-1}},\qquad s=e^{0.4/0.05799}=990 .$$

The trap is in the last layer, $i=9$. The mean wait is 1.52 ms in an ordinary inner layer and 1.51 s in the trap.

## Why the average survives

Let a site have exits with constant rates $r_j$ and total rate $K=\sum_j r_j$. Exit $j$ is taken at time $t$ if its own exponential clock rings then and no other clock has rung. The probability density for this is

$$r_je^{-r_jt}\prod_{l\ne j}e^{-r_lt}=r_je^{-Kt}=\frac{r_j}{K}\;Ke^{-Kt}.$$

The product form shows that the wait does not depend on which exit wins. Its mean is $1/K$, its mean square is $2/K^2$, and its variance is therefore $1/K^2$. In a simulated race between rates of 3 and 1 per second, the mean wait was 0.250 s whichever exit won, in agreement with $1/(3+1)$ s.

The mean to insert is thus $1/K$, not $1/r_j$ of the chosen hop. With $z$ exits the latter would average to

$$\sum_{j=1}^{z}\frac{r_j}{K}\,\frac1{r_j}=\frac zK,$$

which is $z$ times too long. The simulated race gave 0.500 s for this choice, twice the correct value.

Now consider a complete path $\omega$ that visits sites with total rates $K_1,K_2,\dots,K_M$, where a site is listed again at each return. The joint density of path and waits is a product of the factors above. Once the path is given, the waits $\tau_n$ are therefore independent exponentials with means $1/K_n$. The true completion time $T$ and the mean-clock time $T'$ are

$$T=\sum_{n=1}^{M}\tau_n,\qquad T'=\sum_{n=1}^{M}\frac1{K_n}=E[T\,|\,\omega].$$

Averaging the last equality over paths gives $E[T']=E[T]$. Only the means of the waits have been used here; their exponential shape will fix the size of the missing variance.

## Why the spread does not

Write $T=T'+R$. The remainder $R=\sum_n(\tau_n-1/K_n)$ has zero mean on every path, and $T'$ is fixed once the path is fixed. Hence

$$\mathrm{Cov}(T',R)=E\big[T'\,E[R\,|\,\omega]\big]=0 ,$$

and the variances add. Since the waits on a given path are independent, the cross terms in $R^2$ average to zero, leaving $E[R^2|\omega]=\sum_n1/K_n^2$. Therefore

$$\boxed{\;\mathrm{Var}\,T=\mathrm{Var}\,T'+E\Big[\sum_{n=1}^{M}\frac1{K_n^2}\Big]\;}$$

The last term is positive, so the mean clock underestimates the variance whenever the second moments are finite, as they are in this film.

To evaluate the term, let $G_i$ be the mean total time spent in layer $i$. It equals the mean number of visits times $1/K_i$, so the number of visits is $K_iG_i$. Each visit contributes $1/K_i^2$, and the lost variance is

$$L=\sum_i\frac{K_iG_i}{K_i^2}=\sum_i\frac{G_i}{K_i}.$$

## How large the loss is in the film

**Residence times.** An atom that starts in layer 0 and finishes has crossed each gap between layers once more to the right than to the left. The mean number of hops in one direction is rate times residence time, so

$$\frac{k}{s_i}G_i-\frac{k}{s_{i+1}}G_{i+1}=1,$$

where $s_i=s$ in a trap and $s_i=1$ elsewhere. No time is counted after the finish, so the second term is absent for $i=N-1$. Summing from the exit back to layer $i$ gives $G_i=s_i(N-i)/k$.

For one trap in layer $t$ the mean time is

$$E[T]=\sum_iG_i=\frac1k\left[\frac{N(N+1)}2+(s-1)(N-t)\right].$$

With $t=9$ this is $(55+988.5)/328.1=3.18$ s, of which 95% is spent in the trap.

**Lost variance.** Layer 0 of the trap-free film has $K_0=k$, and the inner layers have $K_i=2k$. This gives

$$L_{\rm free}=\frac1{k^2}\left[N+\sum_{i=1}^{N-1}\frac{N-i}{2}\right]=\frac{N(N+3)}{4k^2}.$$

A trap at $t>0$ multiplies both $G_t$ and $1/K_t$ by $s$, so

$$L=\frac1{k^2}\left[\frac{N(N+3)}4+\frac{(s^2-1)(N-t)}2\right].$$

For the exit trap this is 4.55 s².

**Total variance.** Let $u_i$ and $w_i$ be the mean and mean square of the time remaining from layer $i$, and $P_{ij}$ the hop probabilities. Splitting off the first wait gives

$$u_i=\frac1{K_i}+\sum_jP_{ij}u_j,\qquad w_i=\frac2{K_i^2}+\frac2{K_i}\sum_jP_{ij}u_j+\sum_jP_{ij}w_j .$$

The first equation says that $\sum_jP_{ij}u_j=u_i-1/K_i$. Inserted in the second, it cancels the term $2/K_i^2$ and leaves $w_i=2u_i/K_i+\sum_jP_{ij}w_j$. Each visit to $i$ thus adds $2u_i/K_i$ to the mean square, and there are $K_iG_i$ visits on average. Hence

$$\mathrm{Var}\,T=2\sum_iG_iu_i-u_0^2 .$$

For $u_i$, the crossing argument is repeated with a start in layer $i$. The net number of crossings is one for gaps to the right of the start and zero for gaps to its left, so $u_i=\sum_js_j[N-\max(i,j)]/k$. Without a trap,

$$ku_i=(i+1)(N-i)+\frac{(N-i-1)(N-i)}2=\frac{(N-i)(N+i+1)}2 .$$

With $m=N-i$ the variance becomes

$$k^2\,\mathrm{Var}\,T_{\rm free}=\sum_{m=1}^{N}m^2(2N+1-m)-\frac{N^2(N+1)^2}4=\frac{N(N+1)(N^2+N+1)}6 ,$$

where $\sum m^2=N(N+1)(2N+1)/6$ and $\sum m^3=N^2(N+1)^2/4$ were used.

An exit trap adds $\sigma=s-1$ to every $ku_i$, and also to $kG_{N-1}$. The change in $2k^2\sum_iG_iu_i$ is $N(N+1)\sigma+2N\sigma+2\sigma^2$, since the trap-free value of $ku_{N-1}$ is $N$. The change in $k^2u_0^2$ is $N(N+1)\sigma+\sigma^2$. Subtracting,

$$\mathrm{Var}\,T=\mathrm{Var}\,T_{\rm free}+\frac{2N\sigma+\sigma^2}{k^2}.$$

For the example $k^2\,\mathrm{Var}\,T$ is $2035+20\times988.5+988.5^2\approx9.99\times10^5$. Division by $k^2$ gives 9.28 s². The mean clock keeps $9.28-4.55=4.73$ s², whose square root is the 2.17 s quoted at the start.

A direct simulation with racing clocks gave standard deviations of 3.05 s for the true clock and 2.19 s for the mean clock. The correlation between $T-T'$ and $T'$ was 0.0002, consistent with zero.

## From total loss to almost none

**One-way sequence.** If backward hops are forbidden and all ten steps have rate $k$, there is one path. The true standard deviation is $\sqrt{10}/k=9.64$ ms about a mean of 30.5 ms, and the mean clock gives zero.

**Trap-free random walk.** Here the lost fraction of the variance is

$$\frac{L_{\rm free}}{\mathrm{Var}\,T_{\rm free}}=\frac{3(N+3)}{2(N+1)(N^2+N+1)}\;\longrightarrow\;\frac3{2N^2}\quad(N\gg1).$$

For ten layers it is 1.6%, and the standard deviation is only 0.8% too small. The strongly varying number of hops carries nearly all the spread, and the mean clock retains it.

**One dominant trap.** Suppose that time outside the trap is negligible. After leaving an inner trap the atom either returns or finishes. It steps right with probability 1/2. From layer $t+1$ the chance of reaching $N$ before $t$ is $1/(N-t)$, because for equal left and right probabilities this chance rises linearly from 0 at $t$ to 1 at $N$. A step left leads back to the trap. Each visit is therefore the last with probability

$$p=\frac1{2(N-t)} .$$

The number of visits is geometric, with mean $1/p$ and variance $(1-p)/p^2$. With trap escape rate $K$,

$$\mathrm{Var}\,T'=\frac{1-p}{p^2K^2},\qquad L=\frac1{pK^2},\qquad \frac{\mathrm{Var}\,T'}{\mathrm{Var}\,T}=\frac{1-p}{1-p+p}=1-p .$$

An exit trap has $p=1/2$ and a ratio of standard deviations of 0.707; the full model gives 0.714. A trap in layer 5 has $p=1/10$ and a ratio of 0.949, in agreement with the full model. The loss is thus severe when a few slow sites, each visited only once or twice, control the completion time.

## Early arrivals suffer more than the standard deviation

The mean clock has a shortest possible completion time, that of the straight path:

$$\frac1k+\frac8{2k}+\frac s{2k}=1.52\ \mathrm s .$$

With true waits, 37% of the atoms have already finished by then. For ten independent atoms started together, the first arrives after 0.43 s on average. If each atom is given its own mean clock, the first arrival comes at 1.56 s, 3.7 times the true value. An unchanged mean for one atom does not protect the mean of the earliest of several.

The outcome differs if all ten atoms are simulated as one system. A state is then the arrangement of all atoms, $K$ is the sum of all their rates, and the first arrival is an event fixed by the joint path. The proof applies to that event, so its mean is preserved, while its variance is still too small.

## What to do in a simulation

- **For distributions, early failures or spreads**, draw each wait as $\tau=-\ln(U)/K$, with $U$ uniform between 0 and 1. This costs one random number per hop.
- **For the mean completion time alone**, the mean clock is the better estimator. The number of independent runs needed for a given statistical error is proportional to the variance, so the exit-trap film needs $4.73/9.28=51\%$ as many runs.
- **For existing mean-clock runs**, accumulate $\sum1/K_n^2$ along each path and add its average to the variance of $T'$. This repairs the variance but not the shape of the distribution. If the visited rates were stored, drawing new exponential waits along the stored paths restores the shape as well.

These rules require rates that do not depend on elapsed time. In a temperature ramp, suppose that a second hop beginning at time $t$ has mean wait $g(t)$. The true average contains $E[g(\tau_1)]$, whereas the mean clock uses $g(E[\tau_1])$; for a curved function $g$ these generally differ. The completion event must also be fixed by the path. Quantities read at a preset time, such as the fraction of atoms through the film after 1 s, are not preserved.

## The model beside a real barrier

The picture behind the model is a metal such as copper moving along a grain boundary of a nitride barrier during an anneal near 400 °C. The parameters are round illustrative values, not fitted to measurements. They give a trap-free diffusivity of $ka^2=3\times10^{-13}\ \mathrm{cm^2/s}$, with $a$ the layer spacing. Real values depend strongly on microstructure. A crossing time of seconds describes a leaky path: a half-hour anneal lasts more than 500 times as long. Changing the common barrier rescales all times together and leaves the ratio of the two standard deviations unchanged.

Differences between paths matter more. Let the barrier of a whole path vary with a Gaussian standard deviation of 0.05 eV, and put $b=0.05/0.05799$. All times on a path are multiplied by a factor $f$ with $E[f]=e^{b^2/2}$ and $E[f^2]=e^{2b^2}$. The ratio $E[T^2]/E[T]^2$ therefore grows by $e^{b^2}=2.1$. The standard deviation divided by the mean rises from 0.96 to 1.74 for the true clock, and from 0.68 to 1.44 for the mean clock. The mean clock retains this added disorder, so its relative error shrinks.

Side hops reduce the loss if the trap fills its whole layer. Let every layer, including the trap layer, be uniform in its plane, with four side hops at the layer's own rate. They do not alter the layer number, so $T$ and $G_i$ are unchanged, but $K_i$ triples in the inner layers. The lost variance falls to about $4.55/3=1.5$ s², and the ratio of standard deviations rises from 0.71 to 0.91. The same residence time is now divided into more, shorter waits, and their random number carries more of the spread. In a grain-boundary plane, with two side hops instead of four, the lost variance is about $4.55/2=2.3$ s² and the ratio is 0.87. An isolated trap site can behave in the opposite way. Take one trap among $5\times5$ periodically repeated sites of layer 5, four side hops and a random starting site. The mean number of visits to the trap then falls from 10 to 1.2, the lost fraction of the variance rises from 10% to 25%, and the ratio of standard deviations falls from 0.95 to 0.87.

Other omissions have these sizes in the example:

- An anneal 5 K hotter shortens the mean from 3.18 to 2.54 s.
- If other atoms fill $10^{-4}$ of the ordinary sites, equilibrium occupation of a trap site is 9%, so treating atoms as independent is only approximate.
- The Wigner tunnelling correction to the rates is about 2%, if the frequency at the saddle point is taken equal to the attempt frequency.
- At the rates used here, the chance of another hop within 1 ps of the last one is below $10^{-9}$. A memory of that length is therefore negligible unless it raises the hop rate by many orders of magnitude.

At an operating temperature of 373 K, the same parameters give a lone atom a mean of $2\times10^{11}$ s, or several thousand years. The trap then dominates so completely that the ratio of standard deviations reaches its limit of 0.707. These values assume an otherwise empty film: if other atoms filled $10^{-4}$ of the ordinary sites, the trap would be about 96% occupied at this temperature, and atoms could not be treated as independent. The numerical output below lists most of the values used here.

## Calculated quantities

```
Layers N: 10; spacing: 0.3 nm; film: 3.0 nm
Temperature: 673 K; kT: 0.05799 eV
Attempt frequency: 1.0e+13 1/s; barrier: 1.4 eV
Trap depth: 0.4 eV; slowing factor s: 989.5
Free hop rate k, one direction: 328.1 1/s
Free diffusivity k*a^2: 2.95e-13 cm2/s
Mean wait, free inner layer: 1.524 ms
Mean wait, trap layer: 1.5077 s
Mean visits to exit trap: 2.000
Mean number of hops, simulated: 99.9
EXIT TRAP
Mean time, true clock (master equation): 3.1800 s
Mean time, mean clock (hop sum): 3.1800 s
Share of mean time spent in trap: 0.9483
Variance, true clock: 9.2769 s^2
Variance, mean clock: 4.7302 s^2
Lost variance, sum of G/K: 4.5467 s^2
Standard deviation, true clock: 3.0458 s
Standard deviation, mean clock: 2.1749 s
Simulated means, true and mean clock: 3.179, 3.180 s
Simulated std, true and mean clock: 3.046, 2.185 s
Simulated correlation of T-T' with T': 0.0002
RATIO OF STANDARD DEVIATIONS, mean clock / true clock
Exit trap: 0.7141; deep-trap limit: 0.7071
Middle trap (layer 5): 0.9493; deep-trap limit: 0.9487
No trap: 0.9920; lost variance fraction: 0.0160
No trap, mean and true std: 167.6, 137.5 ms
One-way sequence, mean and true std: 30.47, 9.64 ms
One-way sequence, mean-clock std: 0.00 ms
RACE OF CLOCKS, rates 3 and 1 per second
Mean wait if fast wins, if slow wins: 0.2496, 0.2498 s
Mean of 1/(rate of winner), the wrong choice: 0.5001 s
EARLY ARRIVALS, exit trap
Shortest time the mean clock allows: 1.5229 s
True fraction finished before that: 0.3655
First of 10 atoms, true clock: 0.4261 s
First of 10 atoms, mean clock: 1.5583 s (sampling error 0.0007 s)
NEGLECTED EFFECTS, exit trap
Four side hops per layer, std ratio: 0.9147
Barrier varies by 0.05 eV between paths, std/mean, true: 1.741, mean clock: 1.444
Same without variation, true: 0.958, mean clock: 0.684
Mean time if 5 K hotter: 2.5362 s
Mean time at 373 K: 2.09e+11 s; std ratio: 0.7071
Trap occupied by others at free-site filling 1e-04: 0.090
Tunnelling correction to rates (Wigner): 0.0212
Chance of a hop within 1 ps memory time: 6.6e-10
```
